\section*{Electron count and spin of negative substitutional platinum in silicon}

\section*{Question}

A platinum atom replaces one silicon atom and the centre carries charge $-e$. Its four silicon neighbours, numbered 1 to 4, each point one dangling hybrid at the platinum. The neighbours lie along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. Take the hybrids as orthonormal, with hopping $-t$ between any two ($t>0$). Two electrons repel with energy $U$ on the same hybrid and $V<U$ on different hybrids. Neglect spin--orbit coupling until part 6.

The symmetric combination of hybrids is called $a_1$. The other three form the $t_2$ set
\begin{align*}
x&=\tfrac12(1,1,-1,-1), & y&=\tfrac12(1,-1,1,-1), & z&=\tfrac12(1,-1,-1,1).
\end{align*}

The lattice can distort and split the $t_2$ levels. Measured from their mean, the levels are $\varepsilon_1\le\varepsilon_2\le\varepsilon_3$, with $\sum_i\varepsilon_i=0$ and total splitting $\Delta=\varepsilon_3-\varepsilon_1$. All distortions that split $t_2$ are given one stiffness, so that the elastic energy is
\begin{equation}
E_{\rm el}=\frac{1}{2\kappa}\sum_i\varepsilon_i^2 ,\qquad \kappa>0 .
\label{elastic}
\end{equation}

\section*{Part 1: the count}

\textbf{Question.} How many electrons occupy vacancy-like levels, and in which configuration? Is this number the charge on the dangling hybrids?

\textbf{Answer.} Platinum brings ten valence electrons, the neighbours bring four, and the charge adds one:
\[
10+4+1=15 .
\]
The hybrids alone give $a_1$ at $-3t$ and $t_2$ at $+t$. The platinum $d$ levels lie well below them and the $s$ level above. The five $d$-like levels therefore take ten electrons, and five remain. Two fill $a_1$ and three enter $t_2$:
\[
a_1^2\,t_2^3 .
\]
This is the configuration of a negatively charged vacancy with a filled $d$ shell inside it.

The count refers to levels, because $d$ and hybrid orbitals mix. A hybrid along the unit vector $\mathbf n$ couples to $d_{xy}$ with strength $\sqrt3\,n_xn_yV_d=\pm V_d/\sqrt3$. Four such terms, each with amplitude $\tfrac12$, give the coupling of a $t_2$ combination to its $d$ partner:
\[
g=4\cdot\tfrac12\cdot\frac{V_d}{\sqrt3}=\frac{2V_d}{\sqrt3}.
\]
The other two $d$ orbitals do not couple, since $n_x^2=n_y^2=n_z^2$. If the hybrid $t_2$ level lies $\delta$ above the $d$ level, the upper state of the $2\times2$ problem has hybrid weight
\[
w=\frac12\left(1+\frac{\delta}{\sqrt{\delta^2+4g^2}}\right).
\]
Take $t=0.3$ eV, a $d$ level at $-4.0$ eV, an $s$ level at $3.0$ eV, and couplings of $-1.0$ eV for both. Then $\delta=4.3$ eV and $w=0.94$. Diagonalization of the ten-orbital matrix puts $a_1$ at $-1.74$ eV and the open $t_2$ level at $0.59$ eV, and this level holds three electrons. The hybrids carry a population of 4.88, which need not be an integer.

\section*{Part 2: repulsion and splitting}

\textbf{Question.} Define
\[
u=\frac{x+y}{\sqrt2}=\frac{(1,0,0,-1)}{\sqrt2},\qquad
v=\frac{x-y}{\sqrt2}=\frac{(0,1,-1,0)}{\sqrt2}.
\]
Find the Coulomb and exchange integrals of $z,u,v$. Then let the bond 1--4 change by $-p_1$, the bond 2--3 by $-p_2$, and the other four bonds by $+(p_1+p_2)/4$ each. Find the levels.

\textbf{Answer.} The repulsion between hybrids $i$ and $j$ is $V+(U-V)\delta_{ij}$. For real orthonormal orbitals this gives
\begin{equation}
(pq|rs)=V\delta_{pq}\delta_{rs}+4J\sum_i p_iq_ir_is_i,\qquad J=\frac{U-V}{4}.
\label{integral}
\end{equation}
Set $\bar U=V+J=(U+3V)/4$. Inserting the amplitudes gives
\begin{align*}
(zz|zz)&=V+4J\cdot4\cdot\tfrac1{16}=\bar U, &
(zz|uu)&=(zz|vv)=V+4J\cdot2\cdot\tfrac18=\bar U,\\
(uu|uu)&=(vv|vv)=V+4J\cdot2\cdot\tfrac14=\bar U+J, &
(uu|vv)&=V=\bar U-J,\\
(zu|zu)&=(zv|zv)=4J\cdot2\cdot\tfrac18=J, &
(uv|uv)&=0 .
\end{align*}
The same rule gives $(xy|xy)=J$, so $J$ is the exchange integral between two of the cubic orbitals $x,y,z$.

The filled $a_1$ pair, if kept frozen, acts on every $t_2$ electron with the same energy $2\bar U-J$. It therefore drops out of comparisons at fixed electron number.

For the distortion, the first-order energy is twice the sum over bonds of bond change times the two amplitudes:
\begin{align*}
\varepsilon_z&=2\left[-\frac{p_1}{4}-\frac{p_2}{4}-4\cdot\frac14\cdot\frac{p_1+p_2}{4}\right]=-(p_1+p_2),\\
\varepsilon_u&=2\left(-\tfrac12\right)(-p_1)=p_1,\qquad
\varepsilon_v=2\left(-\tfrac12\right)(-p_2)=p_2 .
\end{align*}
Exchanging hybrids 1 and 4 reverses $u$ alone, and exchanging 2 and 3 reverses $v$ alone. Both exchanges leave the distortion unchanged, so $z,u,v$ do not mix. The symmetry is $C_{2v}$ for $p_1\ne p_2$, and $D_{2d}$, with $u$ and $v$ degenerate, for $p_1=p_2$. For $0\le p_1\le p_2$ the order is $z,u,v$, and
\[
\Delta=p_1+2p_2 .
\]

\section*{Part 3: spin at a frozen distortion}

\textbf{Question.} With the distortion of part 2 held fixed, when does $S=\tfrac12$ lie below $S=\tfrac32$? In what sense must the splitting exceed exchange?

\textbf{Answer.} In the quartet the three parallel spins occupy $z,u,v$ once each. The level energies sum to zero, and
\begin{equation}
E_{3/2}=(\bar U-J)+(\bar U-J)+(\bar U-J-0)=3\bar U-3J .
\label{quartet}
\end{equation}
The three brackets are the pairs $zu$, $zv$ and $uv$. The result does not depend on the distortion.

For the doublet, put two electrons in $z$ and one in $u$. The level energy is $2\varepsilon_1+\varepsilon_2=\varepsilon_1-\varepsilon_3=-\Delta$, because $\varepsilon_2=-\varepsilon_1-\varepsilon_3$. The repulsion is $\bar U+2\bar U-J$, with one exchange term from the single parallel pair. The configuration $v^2u$ has level energy $+\Delta$ and repulsion
\[
(\bar U+J)+2(\bar U-J)-0=3\bar U-J ,
\]
which is the same. Moving the pair from $z$ to $v$ has matrix element $(zv|zv)=J$. The two states thus form
\[
\begin{pmatrix}3\bar U-J-\Delta & J\\ J&3\bar U-J+\Delta\end{pmatrix},
\]
whose lower eigenvalue is
\begin{equation}
E_{1/2}=3\bar U-J-\sqrt{\Delta^2+J^2}.
\label{doublet}
\end{equation}

The $t_2^3$ shell has eight doublets for each spin direction, and the other six must be compared:
\begin{itemize}
\item $z^2v$ and $u^2v$ give the same matrix with $\Delta$ replaced by the smaller gap $\varepsilon_u-\varepsilon_z$. Their energies are not lower.
\item $u^2z$ and $v^2z$ both have repulsion $3\bar U$ and do not couple, since $(uv|uv)=0$. The lower one is at $3\bar U-(\varepsilon_v-\varepsilon_u)$, which is above (\ref{doublet}).
\item $zuv$ with total spin $\tfrac12$ has direct repulsion $3\bar U-J$ and exchange energy $-J(P_{zu}+P_{zv})$, where $P$ interchanges two spins. In the doublet space $P_{zu}+P_{zv}+P_{uv}=0$, so the exchange energy is $JP_{uv}=\pm J$. The lower level, $3\bar U-2J$, is not below (\ref{doublet}).
\end{itemize}
Equation (\ref{doublet}) is therefore the lowest doublet. It lies below the quartet when
\begin{equation}
\sqrt{\Delta^2+J^2}>2J\quad\Longleftrightarrow\quad \Delta>\sqrt3\,J .
\label{frozen}
\end{equation}
The exchange to be exceeded is the loss $2J$ caused by pairing: the quartet gains $3J$ and the configuration $z^2u$ gains $J$. Pair transfer lowers the required splitting from $2J$ to $\sqrt3J$.

\section*{Part 4: spin of the relaxed centre}

\textbf{Question.} Let the lattice relax separately for each spin. Find the condition for a spin-$\tfrac12$ ground state and the splitting at the threshold.

\textbf{Answer.} The quartet energy (\ref{quartet}) gains nothing from distortion, so elastic energy keeps the quartet undistorted. For the doublet, write $\varepsilon_2=m$, $\varepsilon_1=-(\Delta+m)/2$ and $\varepsilon_3=(\Delta-m)/2$. Then
\[
\sum_i\varepsilon_i^2=m^2+\frac{(\Delta+m)^2+(\Delta-m)^2}{4}=\frac{\Delta^2}{2}+\frac{3m^2}{2}.
\]
Since (\ref{doublet}) depends on $\Delta$ alone, the best choice is $m=0$, that is $p_1=0$ and $p_2=\Delta/2$. The total energy is
\[
F(\Delta)=3\bar U-J-\sqrt{\Delta^2+J^2}+\frac{\Delta^2}{4\kappa}.
\]
Its derivative vanishes when
\[
\Delta\left(\frac1{2\kappa}-\frac1{\sqrt{\Delta^2+J^2}}\right)=0 .
\]
For $2\kappa>J$ the minimum is at $\sqrt{\Delta^2+J^2}=2\kappa$, so
\begin{align}
\Delta_*&=\sqrt{4\kappa^2-J^2},\label{relaxed}\\
F(\Delta_*)&=3\bar U-J-2\kappa+\frac{4\kappa^2-J^2}{4\kappa}
=3\bar U-J-\kappa-\frac{J^2}{4\kappa}.\nonumber
\end{align}
For $J\to0$ the relaxation gains $\kappa$, which identifies $\kappa$ as the Jahn--Teller energy in that limit. For $2\kappa\le J$ the doublet stays at $\Delta=0$, where its energy $3\bar U-2J$ is above the quartet.

The energy by which the doublet wins is
\begin{equation}
G=E_{3/2}-F(\Delta_*)=\kappa+\frac{J^2}{4\kappa}-2J .
\label{gain}
\end{equation}
Multiplying $G>0$ by $4\kappa$ gives $4\kappa^2-8J\kappa+J^2>0$, with roots $\kappa=J(1\pm\sqrt3/2)$. The smaller root, $0.13J$, violates $2\kappa>J$. Hence
\begin{equation}
\kappa>\left(1+\frac{\sqrt3}{2}\right)J\approx1.87J .
\label{condition}
\end{equation}
At the threshold $2\kappa=(2+\sqrt3)J$, and (\ref{relaxed}) gives
\[
\Delta_*=J\sqrt{(2+\sqrt3)^2-1}=J\sqrt{6+4\sqrt3}\approx3.60J .
\]
This is about twice the frozen threshold, because the splitting must also pay for the strain that produces it. By (\ref{relaxed}), $\Delta_*>\sqrt3J$ already holds for $\kappa>J$. In the window $J<\kappa<1.87J$ the doublet lies below the quartet at the doublet's own geometry, yet the undistorted quartet is the ground state.

The derivation keeps the $a_1$ pair frozen, a limit examined in part 6, and covers $C_{2v}$ distortions with the level order $z,u,v$. For the two values of $\kappa$ in part 6, a numerical search over all five distortions that split $t_2$, from eight starting points each, found no doublet below $F(\Delta_*)$.

\section*{Part 5: a different repulsion}

\textbf{Question.} Suppose that two electrons in the same cubic orbital repel by $C$ more than two electrons in different ones. How does the frozen condition change for a distortion that keeps $x,y,z$ as eigenstates?

\textbf{Answer.} Let $U_d$ be the repulsion between different orbitals. The quartet has energy $3U_d-3J$. Both doublet configurations that share the middle orbital have repulsion $(U_d+C)+2U_d-J$, and they still couple through $J$. The condition becomes
\[
\sqrt{\Delta^2+J^2}>C+2J .
\]
The hybrid model has $C=0$. A rotationally invariant, atom-like shell has $C=2J$, which requires $\Delta>\sqrt{15}\,J\approx3.87J$. With relaxation along the same kind of distortion, $2J$ in (\ref{gain}) is replaced by $C+2J$, so the doublet survives while $C<G$.

\section*{Part 6: numbers and limits}

\textbf{Question.} Evaluate the results for $U=1.2$ eV, $V=0.6$ eV and $\kappa=0.45$ eV, then for $\kappa=0.25$ eV. Judge the neglected effects and compare with the real centre.

\textbf{Answer.} First, $J=(1.2-0.6)/4=0.15$ eV and $\bar U=(1.2+1.8)/4=0.75$ eV. The thresholds are $\Delta=0.26$ eV at frozen geometry and $\kappa=0.28$ eV with relaxation. The quartet is at $2.25-0.45=1.80$ eV.

For $\kappa=0.45$ eV,
\begin{align*}
\Delta_*&=\sqrt{0.81-0.0225}=0.89\ \text{eV},\\
G&=0.45+0.0125-0.30=0.16\ \text{eV}.
\end{align*}
The ground state has $S=\tfrac12$.

For $\kappa=0.25$ eV, $\Delta_*=0.48$ eV $=3.2J$, well above the frozen threshold. At that geometry the doublet is lower by $2\kappa-2J=0.20$ eV. The strain costs $\Delta_*^2/(4\kappa)=0.23$ eV, however, and $G=-0.03$ eV. With the $a_1$ pair frozen, the static model then gives $S=\tfrac32$.

The neglected effects, for $\kappa=0.45$ eV, are as follows.
\begin{itemize}
\item \emph{Frozen $a_1$ pair.} Diagonalizing all four hybrids with five electrons, at the same two geometries, raises $G$ from 0.16 to 0.18 eV. The effect is much larger if the shape may relax again with all four hybrids included: a numerical search with $t=0.3$ eV, on which the result depends strongly, then gives $G\approx0.48$ eV, and for $\kappa=0.25$ eV it gives $G\approx0.10$ eV, so that $S=\tfrac12$ wins there too. The lowest doublet found has only a mirror plane. One hopping changes sign in these shapes, so a model linear in the distortion is no longer reliable. The gap $4t=1.2$ eV between $a_1$ and $t_2$ is also only half the 2.33 eV of the ten-orbital matrix of part 1. With $t=0.58$ eV, which reproduces that gap, the two values fall to about 0.33 and 0.03 eV and no hopping changes sign. The thresholds of part 4 therefore belong to the frozen pair.
\item \emph{Platinum $d$ character.} By part 5, pairing in an atom-like shell costs $C+2J=4J$. The $d$ part of a repulsion integral carries the factor $(1-w)^2$, because each of the two electrons has $d$ weight $1-w$. With a rough $5d$ exchange of 0.5 eV, the extra pairing cost is estimated as $4(0.5)(1-w)^2\approx0.007$ eV. Dilution of the hybrids matters more. If the parameters refer to pure hybrids, level shifts carry a factor $w$ and repulsion a factor $w^2$. Both $\kappa$ and $J$ then shrink by $w^2$, and in this first-order estimate $G$ falls from 0.16 to about 0.14 eV.
\item \emph{Spin--orbit coupling.} A rough $5d$ constant of 0.5 eV, reduced by $1-w$, is $\lambda=0.03$ eV. It changes $G$ by less than 0.001 eV at fixed geometries.
\item \emph{Zero-point motion.} The lowest doublet energy without strain is concave in the distortion, so its modes are no stiffer than those of the quartet. In the harmonic approximation, with a rough quantum of 0.03 eV, this favours the doublet by at most $5(0.03)/2=0.075$ eV. For $\kappa=0.25$ eV, with equal masses for all five modes and a frozen $a_1$ pair, the harmonic gain is about 0.03 eV. About half of it comes from a mode of zero curvature: the $C_{2v}$ shape is one point of a flat valley of doublet minima, along which the harmonic approximation fails, so the number is only a rough guide. This is as large as the lead of the quartet, so that case is too close to call.
\item \emph{Temperature.} The electronic population ratio of quartet to doublet is at most $\tfrac42e^{-G/k_BT}$, or 0.004 at 300 K.
\item \emph{Form of the repulsion.} This is another serious uncertainty. The atom-like value $C=2J=0.30$ eV exceeds the frozen-pair value of $G$ and would restore $S=\tfrac32$ in that approximation.
\end{itemize}

The parameters are rough values for a vacancy-like centre in silicon, not fitted to platinum. Paramagnetic resonance of the real negative centre shows $S=\tfrac12$, as in the first case, and $C_{2v}$ symmetry. The model does not explain this symmetry. With one stiffness and a frozen $a_1$ pair, a distortion that keeps $x,y,z$ as eigenstates gives the same doublet energy, by part 5 with $C=0$, and at equal splitting mixing with $a_1$ even slightly favours that other distortion. The $g$ values are not explained either: some of those measured lie roughly 0.6 below 2. In second order, the cross term between spin--orbit coupling and the orbital Zeeman energy gives a shift of order $2\lambda\ell/(\Delta_*/2)$, where $\ell$ is the matrix element of the orbital angular momentum, in units of $\hbar$, between neighbouring levels. Even the value $\ell=1$ of pure $d$ orbitals gives only $0.06/0.44\approx0.14$, which is several times too small, and the small $d$ weight makes a lower value likely. A smaller splitting or more $d$ character than assumed here would enlarge it; which of the two dominates is not settled by this model. The splitting is also about 0.8 of the silicon gap of roughly 1.1 eV, so the outer levels may merge with the bands, which the four-hybrid model cannot describe. The computed $G$ therefore illustrates the mechanism and does not predict the energy of the quartet in real material. The numerical output lists most of the values with more digits.

\section*{Computed results}
\begin{verbatim}
Electrons in defect molecule: 15
Vacancy-like electrons: 5
Electrons in open t2 level: 3
Inputs t, d level, s level, d coupling, s coupling (eV): 0.3 -4.0 3.0 -1.0 -1.0
Molecule levels (eV): -4.29 -4.29 -4.29 -4.00 -4.00 -1.74 0.59 0.59 0.59 3.84
Hybrid weights: 0.06 0.06 0.06 0.00 0.00 0.85 0.94 0.94 0.94 0.15
Hybrid weight w of open t2 level: 0.940
Total electron population on hybrids: 4.88
Hybrid repulsions U, V: 1.20, 0.60 eV
Mean t2 repulsion: 0.750 eV
Exchange integral J: 0.150 eV
Frozen threshold Delta: 0.2598 eV = 1.7321 J
Atom-like frozen threshold: 0.5809 eV = 3.8730 J
Relaxed threshold kappa: 0.2799 eV = 1.8660 J
Splitting at relaxed threshold: 0.5393 eV = 3.5956 J
Quartet energy: 1.8000 eV
Main case kappa: 0.45 eV
Main case relaxed Delta: 0.8874 eV = 5.916 J
Main case elastic energy: 0.4375 eV
Main case relaxed doublet energy: 1.6375 eV
Main case S: 0.500; S(S+1): 0.750
Main case quartet minus doublet: 0.1625 eV
Contrast case kappa: 0.25 eV
Contrast relaxed Delta: 0.4770 eV = 3.180 J
Contrast relaxed doublet energy: 1.8275 eV
Contrast quartet minus doublet: -0.0275 eV
Quartet minus doublet with a1 mixing: 0.1812 eV
Input 5d exchange and spin-orbit: 0.50, 0.50 eV
Extra pairing cost from d exchange: 0.0071 eV
Reduced spin-orbit constant: 0.0298 eV
Spin-orbit change of energy difference: -0.00056 eV
Input vibrational quantum: 0.030 eV
Largest zero-point gain of doublet: 0.075 eV
Quartet/doublet population bound, 77 K: 4.63e-11
Quartet/doublet population bound, 300 K: 3.73e-03
Input rough silicon gap: 1.12 eV
Relaxed Delta / silicon gap: 0.79
\end{verbatim}
